# Transmission of Two Incoherent Barriers in Series: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: two incoherent barriers, each of transmission 1/2,
# transmit together T = T1*T2/(1 - R1*R2) = 1/3, with R = 1 - T for each.
# Symbols: T1, T2 transmission probabilities; R1, R2 reflection probabilities;
# kF Fermi wave number; EF Fermi energy; M modes per spin and valley;
# lam backscattering length; L barrier spacing; W channel width.
# Example: graphene channel with two rough line defects (rough typical inputs).
import random
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit


def pair_formula(T1, T2):
    return T1 * T2 / (1 - (1 - T1) * (1 - T2))


def solve_chain(transmissions):
    """Steady flux balance for a chain; returns right- and left-going fluxes."""
    n = len(transmissions)
    A = np.zeros((2 * n + 2, 2 * n + 2))
    rhs = np.zeros(2 * n + 2)
    left = n + 1                      # offset of the left-going unknowns
    A[0, 0] = 1.0
    rhs[0] = 1.0                      # unit flux arrives from the left
    A[1, left + n] = 1.0              # nothing arrives from the right
    for i, T in enumerate(transmissions):
        R = 1 - T
        A[2 + 2 * i, [i + 1, i, left + i + 1]] = [1, -T, -R]
        A[3 + 2 * i, [left + i, i, left + i + 1]] = [1, -R, -T]
    flux = np.linalg.solve(A, rhs)
    return flux[:left], flux[left:]


# --- bounce-by-bounce bookkeeping with exact fractions
half = Fraction(1, 2)
target = pair_formula(half, half)
assert target == Fraction(1, 3)
moving_right, passed, returned = half, Fraction(0), half
partial_sums = []
for _ in range(40):
    passed += moving_right * half
    moving_left = moving_right * half
    returned += moving_left * half
    moving_right = moving_left * half
    partial_sums.append(passed)
assert abs(passed - target) < Fraction(1, 10**20)
assert abs(returned - Fraction(2, 3)) < Fraction(1, 10**20)

# --- steady-state balance, also for unequal barriers
right, left = solve_chain([0.5, 0.5])
assert abs(right[-1] - 1 / 3) < 1e-12 and abs(left[0] - 2 / 3) < 1e-12
assert abs(right[1] - 2 / 3) < 1e-12 and abs(left[1] - 1 / 3) < 1e-12
T_unequal = solve_chain([0.3, 0.8])[0][-1]
assert abs(T_unequal - pair_formula(0.3, 0.8)) < 1e-12
assert abs((1 - T_unequal) / T_unequal - (0.7 / 0.3 + 0.2 / 0.8)) < 1e-12

# --- random walk of single carriers
random.seed(7)
walkers, successes = 200000, 0
for _ in range(walkers):
    region, step = 0, 1               # regions 0, 1, 2 separated by barriers
    while True:
        if random.random() < 0.5:
            region += step
        else:
            step = -step
        if region == 2 or (region == 0 and step == -1):
            break
    successes += region == 2
T_walk = successes / walkers
walk_error = np.sqrt(2 / 9 / walkers)
assert abs(T_walk - 1 / 3) < 4 * walk_error


# --- coherent waves: matching at two delta barriers, each with T = 1/2
def coherent_T(kL):
    barrier = np.array([[1 - 1j, -1j], [1j, 1 + 1j]])
    m22 = (barrier[1, 0] * np.exp(1j * kL) * barrier[0, 1]
           + barrier[1, 1] * np.exp(-1j * kL) * barrier[1, 1])
    return 1 / np.abs(m22) ** 2


wave_T = coherent_T(np.linspace(0, np.pi, 7200, endpoint=False))
assert abs(wave_T.mean() - 1 / 3) < 1e-10
assert abs(wave_T.min() - 1 / 9) < 1e-5 and abs(wave_T.max() - 1) < 1e-5

# --- graphene example: inputs
density = 2e12 * 1e4                  # m^-2
W, L = 1000e-9, 200e-9                # m
mobility = 50000 * 1e-4               # m^2/Vs
velocity = 1e6                        # m/s
temperature = 300.0                   # K
contact_excess = 100.0                # ohm um, each contact
e, h, hbar = const.e, const.h, const.hbar
kB_eV = const.k / e
kT = kB_eV * temperature              # eV
hv = hbar * velocity / e              # eV m
kF = np.sqrt(np.pi * density)
EF = hv * kF
M = kF * W / np.pi
counted_modes = sum(abs(2 * np.pi * m / W) < kF for m in range(-500, 501))
assert abs(counted_modes - M) <= 1
R_open = h / (4 * e**2 * M)
R_one, R_two, R_product = R_open / 0.5, R_open * 3, R_open / 0.25

# --- neglected effect: scattering between the barriers
lam = h * mobility * kF / (4 * e)
free_path = hbar * kF * mobility / e
mean_cos2 = quad(lambda t: np.cos(t)**2, -np.pi/2, np.pi/2)[0]
mean_cos = quad(np.cos, -np.pi/2, np.pi/2)[0]
assert abs(lam - 2 * free_path * mean_cos2 / mean_cos) < 1e-9 * lam
T_stretch = 1 / (3 + L / lam)
slices = 200
sliced = [0.5] + [1 - L / slices / lam] * slices + [0.5]
assert abs(solve_chain(sliced)[0][-1] - T_stretch) < 1e-4  # finite slices


# --- neglected effect: interference left after thermal averaging
def thermal_range(temp):
    x = np.linspace(-30, 30, 8001)
    weight = 0.25 / np.cosh(x / 2) ** 2
    weight /= weight.sum()
    centres = EF + np.linspace(0, np.pi * hv / L, 81)
    values = [np.sum(weight * coherent_T((c + x * kB_eV * temp) * L / hv))
              for c in centres]
    return min(values), max(values)


warm_low, warm_high = thermal_range(temperature)
cold_low, cold_high = thermal_range(10.0)
assert abs(warm_low - 1 / 3) < 1e-6 and abs(warm_high - 1 / 3) < 1e-6
assert cold_high - cold_low > 0.05    # the incoherent rule fails when cold

# --- neglected effect: each mode keeps its direction, T = 1 - |sin(angle)|
T_memory = quad(lambda u: solve_chain([1 - u, 1 - u])[0][-1], 0, 1)[0]
assert abs(T_memory - (2 * np.log(2) - 1)) < 1e-7
assert 1 / 3 < T_memory < 1 / 2

# --- neglected effect: finite temperature at fixed net density
mu = np.sqrt(EF**2 - (np.pi * kT)**2 / 3)
top = mu + 40 * kT
net = quad(lambda E: 2 * E / (np.pi * hv**2)
           * (expit((mu - E) / kT) - expit((-mu - E) / kT)), 0, top)[0]
assert abs(net / density - 1) < 1e-6
mean_E = quad(lambda E: abs(E) / (4 * kT * np.cosh((E - mu) / (2 * kT))**2),
              mu - 40 * kT, top, points=[0, mu], limit=200)[0]
assert abs(mean_E - 2 * kT * np.log(2 * np.cosh(mu / (2 * kT)))) < 1e-7
R_contacts = 2 * contact_excess / (W * 1e6)

print("TWO BARRIERS, EACH T = 1/2")
for trips, value in enumerate(partial_sums[:5]):
    print(f"transmitted after {trips} round trips: {value} = {float(value):.6f}")
print(f"total transmission, formula: {target} = {float(target):.6f}")
print(f"flux between barriers, right-going: {right[1]:.6f}")
print(f"flux between barriers, left-going: {left[1]:.6f}")
print(f"total reflection: {left[0]:.6f}")
print(f"random walk, {walkers} carriers: {T_walk:.4f}")
print(f"random walk, standard error: {walk_error:.4f}")
print(f"coherent minimum: {wave_T.min():.4f}")
print(f"coherent maximum: {wave_T.max():.4f}")
print(f"coherent phase average: {wave_T.mean():.6f}")
print("GRAPHENE EXAMPLE, INPUTS (rough typical values)")
print(f"density: {density * 1e-4:.1e} cm^-2")
print(f"width: {W * 1e9:.0f} nm")
print(f"barrier spacing: {L * 1e9:.0f} nm")
print(f"mobility: {mobility * 1e4:.0f} cm2/Vs")
print(f"carrier velocity: {velocity:.1e} m/s")
print(f"temperature: {temperature:.0f} K")
print(f"excess contact resistance: {contact_excess:.0f} ohm um per contact")
print("GRAPHENE EXAMPLE, RESULTS")
print(f"Fermi wave number: {kF * 1e-9:.4f} nm^-1")
print(f"Fermi energy: {EF:.4f} eV")
print(f"modes per spin and valley, kF W/pi: {M:.1f}")
print(f"modes counted directly: {counted_modes}")
print(f"resistance, no barrier: {R_open:.1f} ohm")
print(f"resistance, one barrier: {R_one:.1f} ohm")
print(f"resistance, two barriers: {R_two:.1f} ohm")
print(f"conductance, two barriers: {1e3 / R_two:.3f} mS")
print(f"resistance from wrong product 1/4: {R_product:.1f} ohm")
print("NEGLECTED EFFECTS")
print(f"backscattering length: {lam * 1e9:.0f} nm")
print(f"added term L/lambda: {L / lam:.4f}")
print(f"T with scattering between barriers: {T_stretch:.4f}")
print(f"change of T from it: {100 * (3 * T_stretch - 1):.1f} %")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"coherent T averaged at 300 K: {warm_low:.6f} to {warm_high:.6f}")
print(f"coherent T averaged at 10 K: {cold_low:.3f} to {cold_high:.3f}")
print(f"T if directions are kept: {T_memory:.4f}")
print(f"change of T from it: {100 * (3 * T_memory - 1):.1f} %")
print(f"chemical potential at 300 K: {mu:.4f} eV")
print(f"thermal mean of |E|: {mean_E:.4f} eV")
print(f"thermal change of conductance: {100 * (mean_E / EF - 1):.1f} %")
print(f"excess resistance of both contacts: {R_contacts:.0f} ohm")
print(f"its size relative to two barriers: {100 * R_contacts / R_two:.0f} %")
print("ALL CHECKS PASSED")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 146, in <module>
    assert abs(net / density - 1) < 1e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The physics was wrong: the closed form μc² = EF² − π²(kT)²/3 fixes the sum of electron and hole densities in graphene, but the gate fixes their difference, so the independent quadrature of the net density rejected it. The chemical potential is now found by solving the net-density condition, electrons minus holes, written with dilogarithms. The same quadrature tests it with the same tolerance of 1e-6. No other test or input is changed.

Repair:

```diff
@@ -3,5 +3,6 @@
 # Symbols: T1, T2 transmission probabilities; R1, R2 reflection probabilities;
 # kF Fermi wave number; EF Fermi energy; M modes per spin and valley;
-# lam backscattering length; L barrier spacing; W channel width.
+# lam backscattering length; L barrier spacing; W channel width;
+# mu chemical potential measured from the Dirac point.
 # Example: graphene channel with two rough line defects (rough typical inputs).
 import random
@@ -10,5 +11,6 @@
 from scipy import constants as const
 from scipy.integrate import quad
-from scipy.special import expit
+from scipy.optimize import brentq
+from scipy.special import expit, spence
 
 
@@ -139,6 +141,15 @@
 assert 1 / 3 < T_memory < 1 / 2
 
+
 # --- neglected effect: finite temperature at fixed net density
-mu = np.sqrt(EF**2 - (np.pi * kT)**2 / 3)
+def net_density(potential):
+    """Electrons minus holes, from dilogarithms: Li2(z) = spence(1 - z)."""
+    eta = potential / kT
+    electrons = -spence(1 + np.exp(eta))
+    holes = -spence(1 + np.exp(-eta))
+    return 2 * kT**2 / (np.pi * hv**2) * (electrons - holes)
+
+
+mu = brentq(lambda p: net_density(p) / density - 1, 0, EF, xtol=1e-14)
 top = mu + 40 * kT
 net = quad(lambda E: 2 * E / (np.pi * hv**2)
```

The mended program passes:

```
TWO BARRIERS, EACH T = 1/2
transmitted after 0 round trips: 1/4 = 0.250000
transmitted after 1 round trips: 5/16 = 0.312500
transmitted after 2 round trips: 21/64 = 0.328125
transmitted after 3 round trips: 85/256 = 0.332031
transmitted after 4 round trips: 341/1024 = 0.333008
total transmission, formula: 1/3 = 0.333333
flux between barriers, right-going: 0.666667
flux between barriers, left-going: 0.333333
total reflection: 0.666667
random walk, 200000 carriers: 0.3338
random walk, standard error: 0.0011
coherent minimum: 0.1111
coherent maximum: 1.0000
coherent phase average: 0.333333
GRAPHENE EXAMPLE, INPUTS (rough typical values)
density: 2.0e+12 cm^-2
width: 1000 nm
barrier spacing: 200 nm
mobility: 50000 cm2/Vs
carrier velocity: 1.0e+06 m/s
temperature: 300 K
excess contact resistance: 100 ohm um per contact
GRAPHENE EXAMPLE, RESULTS
Fermi wave number: 0.2507 nm^-1
Fermi energy: 0.1650 eV
modes per spin and valley, kF W/pi: 79.8
modes counted directly: 79
resistance, no barrier: 80.9 ohm
resistance, one barrier: 161.8 ohm
resistance, two barriers: 242.6 ohm
conductance, two barriers: 4.121 mS
resistance from wrong product 1/4: 323.5 ohm
NEGLECTED EFFECTS
backscattering length: 1296 nm
added term L/lambda: 0.1543
T with scattering between barriers: 0.3170
change of T from it: -4.9 %
thermal energy kT: 0.02585 eV
coherent T averaged at 300 K: 0.333333 to 0.333333
coherent T averaged at 10 K: 0.149 to 0.601
T if directions are kept: 0.3863
change of T from it: 15.9 %
chemical potential at 300 K: 0.1582 eV
thermal mean of |E|: 0.1583 eV
thermal change of conductance: -4.0 %
excess resistance of both contacts: 200 ohm
its size relative to two barriers: 82 %
ALL CHECKS PASSED
```
